# Abell's criterion: leading scaling with coordination and its band-shape correction: a numerical check

```python
"""Abell's criterion for the coordination number z preferred by bonded atoms.

Energy per atom: E(r) = z*A*exp(-p*r) - W*B*exp(-q*r), p > q > 0
  A, p : strength and decay rate of the pair repulsion
  B, q : strength and decay rate of the hopping integral h = B*exp(-q*r)
  W    : bond energy per atom in units of h; W = c*sqrt(z), c = shape factor
Result under test: at fixed c the relaxed cohesive energy scales as
z**((p-2q)/(2(p-q))). With real band shapes the crossover from the dimer to a
structure (z, W) lies at p/q = ln(z)/ln(W).
Hartree atomic units throughout.
"""
from itertools import product
import numpy as np
from scipy.optimize import minimize_scalar, brentq
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
B = 1.0          # hartree
q = 0.5          # 1/bohr
r_dimer = 4.0    # bohr, fixes A for every p


def repulsion_strength(p):
    """A that puts the minimum of the dimer (z = W = 1) at r_dimer."""
    return q * B / p * np.exp((p - q) * r_dimer)


def relax(ratio, z, W, scale_A=1.0):
    """Numerical minimum of E(r): bond length and energy per atom."""
    p = ratio * q
    A = scale_A * repulsion_strength(p)
    res = minimize_scalar(
        lambda r: z * A * np.exp(-p * r) - W * B * np.exp(-q * r),
        bounds=(0.1, 30.0), method="bounded", options={"xatol": 1e-9})
    return res.x, res.fun


def bloch_levels(vectors, basis, grid):
    """Coordination and s-band levels (hopping -1) found from the geometry."""
    vectors, basis = np.array(vectors, float), np.array(basis, float)
    m = len(basis)
    pairs = []
    for cell in product((-1, 0, 1), repeat=3):
        for a in range(m):
            for b in range(m):
                d = np.linalg.norm(np.array(cell) @ vectors + basis[b] - basis[a])
                if d > 1e-9:
                    pairs.append((d, a, b, cell))
    nearest = min(x[0] for x in pairs)
    bonds = [x for x in pairs if x[0] < nearest + 1e-6]
    axes = [(np.arange(n) + 0.5) / n for n in grid]
    k = np.stack([g.ravel() for g in np.meshgrid(*axes, indexing="ij")], axis=1)
    H = np.zeros((len(k), m, m), complex)
    for _, a, b, cell in bonds:
        H[:, a, b] -= np.exp(2j * np.pi * (k @ np.array(cell, float)))
    levels = H[:, 0, 0].real if m == 1 else np.linalg.eigvalsh(H).ravel()
    return len(bonds) / m, np.sort(levels)


def half_filled_bond_energy(levels):
    """One electron per atom, two per level, sign reversed."""
    return -2.0 * levels[:len(levels) // 2].sum() / len(levels)


# ---- fixed band shape: power law, bond length, energy balance ----
print("B = %.1f hartree, q = %.1f /bohr, dimer bond = %.1f bohr" % (B, q, r_dimer))
coordinations = np.array([1, 2, 3, 4, 6, 8, 12], float)
for ratio in (1.5, 2.0, 3.0):
    p = ratio * q
    A = repulsion_strength(p)
    relaxed = [relax(ratio, z, np.sqrt(z)) for z in coordinations]
    lengths = np.array([x[0] for x in relaxed])
    energies = np.array([x[1] for x in relaxed])
    alpha = (p - 2 * q) / (2 * (p - q))
    slope, offset = np.polyfit(np.log(coordinations), np.log(-energies), 1)
    residual = np.log(-energies) - slope * np.log(coordinations) - offset
    assert abs(slope - alpha) < 1e-6 and np.max(np.abs(residual)) < 1e-6
    per_bond = np.polyfit(np.log(coordinations),
                          np.log(-2 * energies / coordinations), 1)[0]
    assert abs(per_bond + p / (2 * (p - q))) < 1e-6
    expansion = np.log(coordinations) / (2 * (p - q))
    assert np.allclose(lengths - r_dimer, expansion, atol=1e-5)
    balance = (coordinations * A * np.exp(-p * lengths)
               / (np.sqrt(coordinations) * B * np.exp(-q * lengths)))
    assert np.allclose(balance, q / p, atol=1e-5)
    print("p/q = %.1f: p = %.2f /bohr, A = %.4f hartree, fitted exponent = %.4f"
          % (ratio, p, A, slope))
    print("  repulsion/bond energy = %.4f, per-bond exponent = %.4f"
          % (balance[0], per_bond))
    for z, r, e in zip(coordinations, lengths, energies):
        if z in (1, 4, 12):
            print("  z = %2d: r = %.3f bohr, E = %.5f hartree/atom = %.3f eV/atom"
                  % (z, r, e, e * HARTREE_EV))

# pair forces alone: bond energy linear in z, so energy linear in z
pair_ratio = relax(3.0, 12, 12.0)[1] / relax(3.0, 1, 1.0)[1]
assert abs(pair_ratio - 12) < 1e-6
print("pair forces only, p/q = 3: E(z=12)/E(z=1) = %.3f" % pair_ratio)

# ---- real band shapes of half-filled s bands ----
s3 = np.sqrt(3.0)
far = 9.0   # spacing that isolates molecules, chains and layers
origin = [0, 0, 0]
fcc_cell = [[0, .5, .5], [.5, 0, .5], [.5, .5, 0]]
structures = {
    "dimer": (np.eye(3) * far, [origin, [1, 0, 0]], (1, 1, 1)),
    "chain": (np.diag([1, far, far]), [origin], (2000, 1, 1)),
    "honeycomb": ([[1.5, s3 / 2, 0], [1.5, -s3 / 2, 0], [0, 0, far]],
                  [origin, [1, 0, 0]], (300, 300, 1)),
    "square": (np.diag([1, 1, far]), [origin], (400, 400, 1)),
    "diamond": (fcc_cell, [origin, [.25, .25, .25]], (64, 64, 64)),
    "sc": (np.eye(3), [origin], (96, 96, 96)),
    "bcc": ([[-.5, .5, .5], [.5, -.5, .5], [.5, .5, -.5]], [origin], (96, 96, 96)),
    "fcc": (fcc_cell, [origin], (96, 96, 96)),
}
table = {}
grid_change = 0.0
print("half-filled s bands: W = bond energy/h, c = W/sqrt(z)")
for name, (vectors, basis, grid) in structures.items():
    z, levels = bloch_levels(vectors, basis, grid)
    W = half_filled_bond_energy(levels)
    coarse = tuple(max(1, n // 2) for n in grid)
    W_coarse = half_filled_bond_energy(bloch_levels(vectors, basis, coarse)[1])
    grid_change = max(grid_change, abs(W - W_coarse))
    # second moment equals the number of neighbours
    assert abs(np.mean(levels**2) - z) < 1e-8
    # no filling gives a bond energy above sqrt(second moment)
    best_filling = np.max(-2 * np.cumsum(levels)) / len(levels)
    assert W <= best_filling + 1e-9 and best_filling <= np.sqrt(z) + 1e-9
    table[name] = (z, W)
    if name == "dimer":
        assert abs(W - 1) < 1e-12
        print("  dimer: z = %d, W = %.3f, c = %.3f" % (z, W, W))
        continue
    crossover = np.log(z) / np.log(W)
    numeric = brentq(lambda s: relax(s, z, W)[1] - relax(s, 1, 1.0)[1], 1.6, 6.0)
    assert abs(numeric - crossover) < 1e-5
    print("  %s: z = %d, W = %.3f, c = %.3f, beats dimer above p/q = %.2f"
          % (name, z, W, W / np.sqrt(z), numeric))
# finite k grids: kinks at the Fermi level leave errors of order 1/n**2
assert grid_change < 5e-3
assert abs(table["chain"][1] - 4 / np.pi) < 1e-5
assert abs(table["bcc"][1] - (4 / np.pi)**3) < 2e-3
print("largest change of W on halving the k grid = %.4f" % grid_change)

# relaxed energy with shape factor; ratios independent of A
for name, (z, W) in table.items():
    for ratio in (1.5, 2.0, 3.0):
        ratio_num = relax(ratio, z, W)[1] / relax(ratio, 1, 1.0)[1]
        ratio_A = relax(ratio, z, W, 3.0)[1] / relax(ratio, 1, 1.0, 3.0)[1]
        c = W / np.sqrt(z)
        formula = c**(ratio / (ratio - 1)) * z**((ratio - 2) / (2 * (ratio - 1)))
        assert abs(ratio_num - formula) < 1e-6
        assert abs(ratio_A - ratio_num) < 1e-6

# ---- most stable of the eight structures as p/q grows ----
scan = np.arange(1.5, 5.001, 0.02)
winners = [min(table, key=lambda n: relax(s, *table[n])[1]) for s in scan]
assert all(w == "dimer" for s, w in zip(scan, winners) if s <= 2.0 + 1e-9)
assert winners[-1] == "fcc"
print("most stable structure, scan of p/q from %.1f to %.1f:" % (scan[0], scan[-1]))
print("  start: %s" % winners[0])
for i in range(1, len(scan)):
    if winners[i] != winners[i - 1]:
        (z1, W1), (z2, W2) = table[winners[i - 1]], table[winners[i]]
        crossing = np.log(z2 / z1) / np.log(W2 / W1)
        assert scan[i - 1] - 1e-3 <= crossing <= scan[i] + 1e-3
        print("  %s -> %s at p/q = %.2f" % (winners[i - 1], winners[i], crossing))
for ratio in (2.0, 2.5, 3.0, 4.0):
    rel = {n: relax(ratio, *table[n])[1] / relax(ratio, 1, 1.0)[1]
           for n in ("diamond", "fcc")}
    print("  p/q = %.1f: E/E(dimer) diamond = %.3f, fcc = %.3f, fcc at c=1: %.3f"
          % (ratio, rel["diamond"], rel["fcc"],
             relax(ratio, 12, np.sqrt(12))[1] / relax(ratio, 1, 1.0)[1]))

print("tests ok")
```

Printed output:

```
B = 1.0 hartree, q = 0.5 /bohr, dimer bond = 4.0 bohr
p/q = 1.5: p = 0.75 /bohr, A = 1.8122 hartree, fitted exponent = -0.5000
  repulsion/bond energy = 0.6667, per-bond exponent = -1.5000
  z =  1: r = 4.000 bohr, E = -0.04511 hartree/atom = -1.228 eV/atom
  z =  4: r = 6.773 bohr, E = -0.02256 hartree/atom = -0.614 eV/atom
  z = 12: r = 8.970 bohr, E = -0.01302 hartree/atom = -0.354 eV/atom
p/q = 2.0: p = 1.00 /bohr, A = 3.6945 hartree, fitted exponent = 0.0000
  repulsion/bond energy = 0.5000, per-bond exponent = -1.0000
  z =  1: r = 4.000 bohr, E = -0.06767 hartree/atom = -1.841 eV/atom
  z =  4: r = 5.386 bohr, E = -0.06767 hartree/atom = -1.841 eV/atom
  z = 12: r = 6.485 bohr, E = -0.06767 hartree/atom = -1.841 eV/atom
p/q = 3.0: p = 1.50 /bohr, A = 18.1994 hartree, fitted exponent = 0.2500
  repulsion/bond energy = 0.3333, per-bond exponent = -0.7500
  z =  1: r = 4.000 bohr, E = -0.09022 hartree/atom = -2.455 eV/atom
  z =  4: r = 4.693 bohr, E = -0.12760 hartree/atom = -3.472 eV/atom
  z = 12: r = 5.242 bohr, E = -0.16792 hartree/atom = -4.569 eV/atom
pair forces only, p/q = 3: E(z=12)/E(z=1) = 12.000
half-filled s bands: W = bond energy/h, c = W/sqrt(z)
  dimer: z = 1, W = 1.000, c = 1.000
  chain: z = 2, W = 1.273, c = 0.900, beats dimer above p/q = 2.87
  honeycomb: z = 3, W = 1.575, c = 0.909, beats dimer above p/q = 2.42
  square: z = 4, W = 1.621, c = 0.811, beats dimer above p/q = 2.87
  diamond: z = 4, W = 1.799, c = 0.900, beats dimer above p/q = 2.36
  sc: z = 6, W = 2.005, c = 0.818, beats dimer above p/q = 2.58
  bcc: z = 8, W = 2.064, c = 0.730, beats dimer above p/q = 2.87
  fcc: z = 12, W = 2.617, c = 0.755, beats dimer above p/q = 2.58
largest change of W on halving the k grid = 0.0017
most stable structure, scan of p/q from 1.5 to 5.0:
  start: dimer
  dimer -> diamond at p/q = 2.36
  diamond -> fcc at p/q = 2.93
  p/q = 2.0: E/E(dimer) diamond = 0.809, fcc = 0.571, fcc at c=1: 1.000
  p/q = 2.5: E/E(dimer) diamond = 1.056, fcc = 0.948, fcc at c=1: 1.513
  p/q = 3.0: E/E(dimer) diamond = 1.207, fcc = 1.222, fcc at c=1: 1.861
  p/q = 4.0: E/E(dimer) diamond = 1.378, fcc = 1.575, fcc at c=1: 2.289
tests ok
```
